**Grünewald transformation tested on a simulated transfer curve**

The program recovers the surface potential p, the excess electron density n and the thermally broadened density of states D = dn/dp from the conductance ratio gamma as a function of the gate voltage U above flat band. The film has thickness d and dielectric constant ks, the insulator has thickness t and dielectric constant ki, and T is the thermal energy. The test curve comes from a finite-volume solution of the nonlinear Poisson equation that does not use the first integral. The program asserts that the recovered potential and n agree with the simulated model and that D agrees with direct Fermi quadrature, within stated tolerances. It also asserts the two error estimates for neglecting p beside U, the variance and exponential-tail factor of the thermal kernel, the weak-bias thin-film law and the law for apparent charge caused by interface states. Errors in D are relative to the directly broadened density at the extracted potential. For the thick film, the output shows a largest error in D of about 0.001 % between 0.03 and 0.43 eV. In the same range, the largest error is about 7 % when p is neglected beside U, 25 % for the 150 Å film and 36 % when the flat-band voltage is set 1 V too high. All curves are free of noise, and the parameters are round model values.

## Verification by program

```python
"""Grunewald field-effect transformation tested on a simulated transfer curve.
Result under test, with h(p) = exp(p/T) - 1 and p the surface band bending:
  T*(exp(p/T)-1) - p = ki*d/(ks*t) * integral (U-p) d(gamma)
  F = ki*(U-p)/(ks*t),  n = ks/(8 pi e2) d(F^2)/dp,  D = dn/dp
U: gate voltage above flat band; gamma: conductance / flat-band conductance;
d, t: film and insulator thickness; ks, ki: their dielectric constants;
T: thermal energy; n: excess electron density; D: thermally broadened density
of states. Units are eV and angstrom; e2 is the Coulomb constant in eV angstrom.
The simulated curve comes from a finite-volume Poisson solution."""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.special import expit

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
T = 0.025
KS, KI, T_OX = 10.0, 4.0, 1000.0
D_THICK, D_THIN = 1000.0, 150.0
E_C, G_TAIL, W_TAIL = 0.60, 1e-3, 0.06
G_BACK, G_PEAK, E_PEAK, S_PEAK = 5e-6, 1e-5, 0.22, 0.06
D_IT = 1e-4
V_ERROR = 1.0
C_POISSON = 4 * np.pi * E2 / KS


def dos(energy):
    tail = G_TAIL * np.exp(np.minimum(energy - E_C, 0) / W_TAIL)
    peak = G_PEAK * np.exp(-0.5 * ((energy - E_PEAK) / S_PEAK) ** 2)
    return G_BACK + tail + peak


energy = np.linspace(-1.0, 2.0, 3001)
d_energy = energy[1] - energy[0]


def broadened_dos(phi):
    """Direct quadrature of the density of states with -df/dE."""
    occ = expit(-(energy[None, :] - np.atleast_1d(phi)[:, None]) / T)
    return (dos(energy) * occ * (1 - occ) / T).sum(axis=1) * d_energy


phi_table = np.linspace(-0.05, 0.60, 651)
occ_diff = (expit(-(energy[None, :] - phi_table[:, None]) / T)
            - expit(-energy / T)[None, :])
n_of_phi = CubicSpline(phi_table, np.trapezoid(dos(energy) * occ_diff, energy, axis=1)
                       if hasattr(np, "trapezoid")
                       else np.trapz(dos(energy) * occ_diff, energy, axis=1))
dn_of_phi = n_of_phi.derivative()
lam = 1 / np.sqrt(C_POISSON * float(dn_of_phi(0.0)))


def simulate(d, nodes=1501, stretch=5.0):
    """Poisson solutions for a sweep of surface potentials; zero field at back."""
    x = d * np.sinh(stretch * np.linspace(0, 1, nodes)) / np.sinh(stretch)
    step = np.diff(x)
    vol = np.zeros(nodes)
    vol[:-1] += step / 2
    vol[1:] += step / 2
    inv = 1 / step
    surface = np.linspace(0, 0.45, 301)
    field, gamma = np.zeros(301), np.ones(301)
    phi = surface[1] * np.exp(-x / lam)
    for k in range(1, 301):
        phi = phi * surface[k] / phi[0]
        converged = False
        for _ in range(60):
            flux = (phi[:-1] - phi[1:]) * inv
            res = (flux - np.append(flux[1:], 0)
                   - C_POISSON * n_of_phi(phi[1:]) * vol[1:])
            band = np.zeros((3, nodes - 1))
            band[0, 1:] = inv[1:]
            band[2, :-1] = inv[1:]
            band[1] = (-inv - np.append(inv[1:], 0)
                       - C_POISSON * dn_of_phi(phi[1:]) * vol[1:])
            change = solve_banded((1, 1), band, -res)
            phi[1:] += change
            if np.max(np.abs(change)) < 1e-9:
                converged = True
                break
        assert converged
        field[k] = ((phi[0] - phi[1]) * inv[0]
                    + C_POISSON * n_of_phi(phi[0]) * vol[0])
        gamma[k] = 1 + np.sum(vol * np.expm1(phi / T)) / d
    gate = surface + KS * T_OX * field / KI
    return surface, field, gate, gamma


def invert(y):
    """Positive root p of T*(exp(p/T)-1) - p = y; the first entry is zero."""
    target = y[1:] / T
    assert np.all(target > 0)
    z = np.log(1 + target + np.sqrt(2 * target))
    for _ in range(40):
        z = z - (np.expm1(z) - z - target) / np.expm1(z)
    return np.append(0.0, T * z)


def densities(phi, field):
    n = CubicSpline(phi, field ** 2)(phi, 1) / (2 * C_POISSON)
    return n, CubicSpline(phi, n)(phi, 1)


def extract(gate, gamma, d):
    """Transformation: sees only the transfer curve and device parameters."""
    slope = gamma * CubicSpline(gate, np.log(gamma))(gate, 1)
    phi = np.zeros_like(gate)
    converged = False
    for _ in range(80):
        integrand = CubicSpline(gate, (gate - phi) * slope)
        y = KI * d / (KS * T_OX) * integrand.antiderivative()(gate)
        new = invert(y)
        error = np.max(np.abs(new - phi))
        phi = new
        if error < 1e-11:
            converged = True
            break
    assert converged
    field = KI * (gate - phi) / (KS * T_OX)
    n, dens = densities(phi, field)
    return phi, field, n, dens, y


def sample(gate, gamma, points=601):
    grid = np.linspace(0, gate[-1], points)
    return grid, np.exp(CubicSpline(gate, np.log(gamma))(grid))


def window(phi):
    return (phi > 0.03) & (phi < 0.43)


# Thick film: simulated curve and its transformation
ps, fs, gate, gam = simulate(D_THICK)
U, G = sample(gate, gam)
phi, F, n, D, y = extract(U, G, D_THICK)
phi_true = CubicSpline(gate, ps)(U)
m = window(phi)
err_phi = np.max(np.abs(phi - phi_true))
err_n = np.max(np.abs(n[m] / n_of_phi(phi[m]) - 1))
err_D = np.max(np.abs(D[m] / broadened_dos(phi[m]) - 1))
primitive = n_of_phi.antiderivative()
f_integral = np.sqrt(2 * C_POISSON * (primitive(ps[20:]) - primitive(0.0)))
err_first = np.max(np.abs(fs[20:] / f_integral - 1))

print(f"Coulomb constant {E2:.4f} eV A; thermal energy {T} eV")
print(f"film: d {D_THICK:.0f} A, ks {KS}; insulator: t {T_OX:.0f} A, ki {KI}")
print(f"background {G_BACK:.1e}, peak {G_PEAK:.1e}, band edge {G_TAIL:.1e} /eV/A^3")
print(f"peak centre {E_PEAK} eV, sigma {S_PEAK} eV; tail width {W_TAIL} eV; "
      f"band edge {E_C} eV")
print(f"flat-band screening length {lam:.2f} A; d/lambda {D_THICK/lam:.2f}")
print(f"prefactor ki d/(ks t) {KI*D_THICK/(KS*T_OX):.3f}")
print(f"largest gate voltage {U[-1]:.3f} V; conductance ratio {G[-1]:.4e}")
print(f"max error: potential {err_phi:.2e} eV; n {100*err_n:.3f} %; "
      f"D {100*err_D:.3f} %")
print(f"first-integral field, max relative error {err_first:.2e}")
assert err_first < 2e-3
assert err_phi < 3e-4      # mesh error and residual back-surface bending
assert err_n < 0.01 and err_D < 0.02  # successive numerical derivatives

for target in (0.1, 0.2, 0.3, 0.4):
    u = float(CubicSpline(ps, gate)(target))
    at = lambda values: float(CubicSpline(U, values)(u))
    p = at(phi)
    ratio = float(np.exp(at(np.log(G))))
    du_dp = 1 / float(CubicSpline(U, phi)(u, 1))
    print(f"solver potential {target:.1f} eV: U {u:.4f} V, gamma {ratio:.5g}, "
          f"integral side {at(y):.5g} eV")
    print(f"  extracted potential {p:.5f} eV, F {at(F):.5e} eV/A, "
          f"dU/dphi {du_dp:.3f}")
    print(f"  n {at(n):.4e} /A^3, D {at(D):.4e}, direct D "
          f"{broadened_dos(p)[0]:.4e}, g {dos(p):.4e} /eV/A^3")
    print(f"  main result D {at(D)*1e24:.3e} /eV/cm^3")

# Approximation that neglects the surface potential beside the gate voltage
y_usual = KI * D_THICK / (KS * T_OX) * (U * G - CubicSpline(U, G).antiderivative()(U))
phi_usual = invert(y_usual)
_, D_usual = densities(phi_usual, KI * U / (KS * T_OX))
s_flat = 1 + KS * T_OX / (KI * lam)
weak_ratio = phi_usual[3] / phi[3]
weak_law = np.sqrt(s_flat / (s_flat - 1))
top_shift = phi_usual[-1] - phi[-1]
top_law = T * np.log(U[-1] / (U[-1] - phi[-1]))
mu = window(phi_usual)
err_usual = np.max(np.abs(D_usual[mu] / broadened_dos(phi_usual[mu]) - 1))
print(f"usual formula: weak-bias ratio {weak_ratio:.5f}, law {weak_law:.5f}")
print(f"usual formula: top shift {top_shift:.3e} eV, estimate {top_law:.3e} eV")
print(f"usual formula: max error of D {100*err_usual:.2f} %")
assert abs(weak_ratio - weak_law) < 2e-3
assert abs(top_shift / top_law - 1) < 0.15  # leading-order estimate

# Thermal kernel
occ0 = expit(-energy / T)
kernel = occ0 * (1 - occ0) / T
variance = np.sum(kernel * energy ** 2) * d_energy
factor = np.sum(kernel * np.exp(energy / W_TAIL)) * d_energy
factor_law = np.pi * T / W_TAIL / np.sin(np.pi * T / W_TAIL)
print(f"thermal kernel: standard deviation {np.sqrt(variance):.5f} eV")
print(f"exponential-tail factor {factor:.5f}, formula {factor_law:.5f}")
print(f"at peak centre: g {dos(E_PEAK):.4e}, D {broadened_dos(E_PEAK)[0]:.4e} /eV/A^3")
assert abs(variance / (np.pi ** 2 * T ** 2 / 3) - 1) < 1e-6
assert abs(factor / factor_law - 1) < 1e-6
assert broadened_dos(E_PEAK)[0] < dos(E_PEAK)
assert broadened_dos(0.4)[0] > dos(0.4)

# Thin film: the back surface is no longer unbent
ps2, fs2, gate2, gam2 = simulate(D_THIN)
U2, G2 = sample(gate2, gam2)
phi2, F2, n2, D2, _ = extract(U2, G2, D_THIN)
true2 = CubicSpline(gate2, ps2)(U2)
thin_ratio, thin_law = phi2[2] / true2[2], np.tanh(D_THIN / lam)
slope_ratio = n2[2] / phi2[2] / float(dn_of_phi(0.0))
thin_error = np.max(np.abs(phi2 - true2))
m2 = window(phi2)
thin_D_error = np.max(np.abs(D2[m2] / broadened_dos(phi2[m2]) - 1))
print(f"thin film {D_THIN:.0f} A: weak potential ratio {thin_ratio:.4f}, "
      f"tanh law {thin_law:.4f}")
print(f"thin film: initial density-slope ratio {slope_ratio:.4f}")
print(f"thin film: max error potential {thin_error:.4f} eV, D {100*thin_D_error:.1f} %")
assert abs(thin_ratio - thin_law) < 0.015  # finite bias and insulator drop
assert abs(slope_ratio - 1) < 0.04         # same finite-bias corrections
assert thin_error > 10 * err_phi

# Bias-dependent interface charge, ignored by the transformation
gate3 = gate + 4 * np.pi * E2 * D_IT * ps * T_OX / KI
U3, G3 = sample(gate3, gam)
phi3, F3, n3, D3, _ = extract(U3, G3, D_THICK)
true3 = CubicSpline(gate3, ps)(U3)
field3 = CubicSpline(gate3, fs)(U3)
m3 = window(phi3)
predicted = (np.expm1(phi3[m3] / T) / np.expm1(true3[m3] / T)
             * (n_of_phi(true3[m3]) + field3[m3] * D_IT))
err_it = np.max(np.abs(n3[m3] / predicted - 1))
k3 = int(np.argmin(np.abs(true3 - 0.2)))
print(f"interface states {D_IT:.1e} /eV/A^2: law for apparent n, "
      f"max error {100*err_it:.3f} %")
print(f"  at true potential {true3[k3]:.4f} eV: apparent {phi3[k3]:.4f} eV")
print(f"  apparent n {n3[k3]:.4e}, true n {float(n_of_phi(true3[k3])):.4e} /A^3")
print(f"  apparent D {D3[k3]:.4e}, true D {broadened_dos(true3[k3])[0]:.4e} /eV/A^3")
assert err_it < 0.015

# Wrong flat-band voltage and limit of Boltzmann statistics
U4 = np.linspace(0, gate[-1] - V_ERROR, 601)
log_curve = CubicSpline(gate, np.log(gam))
G4 = np.exp(log_curve(U4 + V_ERROR) - log_curve(V_ERROR))
phi4, _, _, D4, _ = extract(U4, G4, D_THICK)
m4 = window(phi4)
err_fb = np.max(np.abs(D4[m4] / broadened_dos(phi4[m4]) - 1))
print(f"flat-band voltage {V_ERROR:.1f} V too high: max error of D {100*err_fb:.1f} %")
assert err_fb > 5 * err_D
reduced = np.exp((ps[-1] - E_C) / T)
deficit = 1 - np.log1p(reduced) / reduced
print(f"free-carrier deficit from Fermi statistics at {ps[-1]:.2f} eV: "
      f"{100*deficit:.3f} %")
assert 0 < deficit < 0.01
print("tests ok")
```

Printed output:

```
Coulomb constant 14.3996 eV A; thermal energy 0.025 eV
film: d 1000 A, ks 10.0; insulator: t 1000 A, ki 4.0
background 5.0e-06, peak 1.0e-05, band edge 1.0e-03 /eV/A^3
peak centre 0.22 eV, sigma 0.06 eV; tail width 0.06 eV; band edge 0.6 eV
flat-band screening length 103.23 A; d/lambda 9.69
prefactor ki d/(ks t) 0.400
largest gate voltage 17.252 V; conductance ratio 2.7113e+05
max error: potential 3.34e-07 eV; n 0.000 %; D 0.001 %
first-integral field, max relative error 1.15e-06
solver potential 0.1 eV: U 2.6126 V, gamma 2.784, integral side 1.24 eV
  extracted potential 0.10000 eV, F 1.00506e-03 eV/A, dU/dphi 27.766
  n 5.9466e-07 /A^3, D 7.4884e-06, direct D 7.4884e-06, g 6.5937e-06 /eV/A^3
  main result D 7.488e+18 /eV/cm^3
solver potential 0.2 eV: U 5.7445 V, gamma 41.811, integral side 74.299 eV
  extracted potential 0.20000 eV, F 2.21780e-03 eV/A, dU/dphi 35.435
  n 1.6882e-06 /A^3, D 1.4535e-05, direct D 1.4535e-05, g 1.5732e-05 /eV/A^3
  main result D 1.453e+19 /eV/cm^3
solver potential 0.3 eV: U 9.6207 V, gamma 1241.9, integral side 4068.6 eV
  extracted potential 0.30000 eV, F 3.72829e-03 eV/A, dU/dphi 41.434
  n 3.3323e-06 /A^3, D 1.8600e-05, direct D 1.8600e-05, g 1.5849e-05 /eV/A^3
  main result D 1.860e+19 /eV/cm^3
solver potential 0.4 eV: U 14.1991 V, gamma 44518, integral side 2.2215e+05 eV
  extracted potential 0.40000 eV, F 5.51964e-03 eV/A, dU/dphi 53.271
  n 6.3778e-06 /A^3, D 5.3559e-05, direct D 5.3559e-05, g 4.0785e-05 /eV/A^3
  main result D 5.356e+19 /eV/cm^3
usual formula: weak-bias ratio 1.01996, law 1.02044
usual formula: top shift 6.880e-04 eV, estimate 6.608e-04 eV
usual formula: max error of D 7.12 %
thermal kernel: standard deviation 0.04534 eV
exponential-tail factor 1.35517, formula 1.35517
at peak centre: g 1.6776e-05, D 1.5515e-05 /eV/A^3
thin film 150 A: weak potential ratio 0.9045, tanh law 0.8963
thin film: initial density-slope ratio 0.9857
thin film: max error potential 0.0014 eV, D 25.4 %
interface states 1.0e-04 /eV/A^2: law for apparent n, max error 0.183 %
  at true potential 0.2001 eV: apparent 0.2040 eV
  apparent n 2.2306e-06, true n 1.6900e-06 /A^3
  apparent D 1.8321e-05, true D 1.4542e-05 /eV/A^3
flat-band voltage 1.0 V too high: max error of D 36.4 %
free-carrier deficit from Fermi statistics at 0.45 eV: 0.124 %
tests ok
```
